# Two-Mask Layout Splitting and Odd Cycles in the Conflict Graph

Seven metal trenches can be distributed over two lithographic masks in $2^7=128$ ways. For the layout examined here all 128 fail, and the best of them breaks the spacing rule for a single pair of trenches. Yet if two facing trench tips are each drawn back by 8 nm, two assignments become legal. The explanation lies in the parity of one closed chain of conflicts.

## The layout and its rule

The trenches are 32 nm wide. Their rectangles, with coordinates in nm, are:

| Trench | $x$ range | $y$ range |
|---|---|---|
| A | 0 to 288 | 0 to 32 |
| B | 0 to 32 | 64 to 192 |
| C | 256 to 288 | 64 to 192 |
| D | 0 to 128 | 224 to 256 |
| E | 160 to 288 | 224 to 256 |
| F | 0 to 288 | −64 to −32 |
| G | 0 to 288 | −128 to −96 |

A, B, D, E and C outline a frame, with 32 nm gaps at its four corners and another in its top side; F and G run below it.

Let $g_{uv}$ be the shortest edge-to-edge distance between features $u$ and $v$. For axis-parallel rectangles the horizontal and vertical separations can be minimized independently, so

$$g_{uv}=\sqrt{d_x^2+d_y^2},$$

where $d_x$ is the empty distance between the two $x$ ranges, or zero if they overlap, and $d_y$ is defined likewise. For D and E, $d_x=160-128=32$ nm and $d_y=0$, so $g=32$ nm.

A mask is taken to be legal when every two distinct features on it satisfy $g_{uv}\ge s$. With a same-mask pitch of 80 nm and a width of 32 nm, $s=80-32=48$ nm. Four assumptions are contained in this model:

- The layout is finite.
- Each feature lies whole on one mask; it may not be stitched together from pieces on both.
- Each feature is legal by itself. A U-shaped feature with too narrow a notch would be in conflict with itself, and no assignment could cure that.
- The pairwise spacing rule is the only rule for a mask.

The conflict graph has one vertex per feature and an edge between $u$ and $v$ when $g_{uv}<s$. Here the edges are A–B, A–C, A–F, B–D, C–E, D–E and F–G, each with a gap of 32 nm. The smallest gap that is not a conflict is 96 nm. The graph is therefore the same for every $s$ with $32<s\le 96$ nm, and the odd cycle found below does not hinge on the value 48 nm. The repairs do: the retreat of the tips and the window for a stitch both change with $s$.

The result to be derived is this: **two legal masks exist if and only if the conflict graph has no cycle of odd length.** If they exist, there are $2^c$ assignments, where $c$ is the number of connected components and interchanging the masks counts as a different assignment.

Both derivations start from the same translation. Let $m_v=0$ or $1$ name the mask of feature $v$. Two features in conflict must have different values, so one is 0 and the other is 1:

$$m_u+m_v\equiv 1 \pmod 2\qquad\text{for every edge } uv. \tag{1}$$

Conversely, if (1) holds, no conflicting pair shares a mask, and both masks are legal.

## First derivation: distances from a root

**An odd cycle prevents a split.** Go round a cycle $v_1,v_2,\dots,v_L,v_1$. By (1) the mask changes at each of the $L$ steps. After $L$ changes it must be back at its initial value, which requires $L$ to be even.

**Without odd cycles a split exists.** Choose a root in each connected component. Let $d(v)$ be the number of edges in a shortest path from the root to $v$, and put

$$m_v=d(v) \bmod 2. \tag{2}$$

Consider an edge $uv$. A path to $u$ followed by this edge is a path to $v$, so $d(v)\le d(u)+1$. Exchanging the roles gives $d(u)\le d(v)+1$. Hence $d(u)$ and $d(v)$ are equal or differ by one. If they differ by one, their parities differ and (1) is satisfied. The assignment can fail only on an edge with $d(u)=d(v)=r$.

Suppose there is such an edge. Then $r\ge1$, because the root is the only vertex of its component at distance zero. Give each vertex other than the root a parent: a neighbour one step closer to the root, which exists because a shortest path passes through one. Follow the parents from $u$ and from $v$ simultaneously. After $i$ steps both routes are at distance $r-i$, and they meet at the latest at the root. Let them first meet after $k$ steps, with $1\le k\le r$.

Before the meeting point no vertex is repeated. Vertices reached after different numbers of steps have different distances, and those reached after the same number are distinct because the routes have not yet met. The two routes and the edge $uv$ therefore form a simple cycle of length

$$k+k+1=2k+1, \tag{3}$$

which is odd. If the graph has no odd cycle, no edge fails, and (2) is a legal split.

**The number of splits.** Once the mask of a root is chosen, (1) fixes its neighbours, then their neighbours, and so on through the component. Each component leaves two choices, and the choices in different components are independent. This gives $2^c$.

For the seven trenches take A as root. Then B, C and F are at distance 1, and D, E and G at distance 2. The edge D–E joins two vertices at equal distance. Their parents are B and C, whose common parent is A, so $k=2$ and the odd cycle D–B–A–C–E–D has length 5. This explains why all 128 assignments fail. It also explains why the fewest violations is one: rule (2) satisfies every edge except D–E.

The argument is also a procedure. Once the graph is known, a search outward from the roots visits each vertex once and examines each edge at most twice. It ends either with two masks or with an edge that joins equal distances. In the second case, following the parents from the two ends of that edge gives an odd cycle, which proves that no split exists.

## Second derivation: elimination modulo two

Equation (1) is a system of linear equations in arithmetic modulo 2, one equation per edge. The question of a legal split becomes the question of whether this system is consistent, and no root or distance is needed.

Apply Gaussian elimination. Since $1+1\equiv0$, adding one equation to another is the only operation needed besides reordering. These operations are reversible, so they preserve the solutions. The reduced system is inconsistent exactly when it contains the row

$$0\equiv1 \pmod 2. \tag{4}$$

If no such row appears, the remaining nonzero rows can be solved for their leading unknowns, with the other unknowns chosen freely.

Suppose (4) appears. It is the sum of some set $Y$ of the original edge equations:

$$\sum_{uv\in Y}(m_u+m_v)\equiv\sum_{uv\in Y}1=|Y| \pmod 2. \tag{5}$$

On the left, $m_v$ occurs once for each edge of $Y$ that meets $v$. For the left side to vanish identically, every vertex must meet an even number of edges of $Y$. For the right side to be 1, $|Y|$ must be odd.

Such a set can be taken apart into cycles. Begin at a vertex that meets an edge of $Y$ and walk along edges of $Y$. Each vertex reached meets at least two of them, because the number is even and not zero, so the walk can always leave by an edge other than the one by which it arrived. There are finitely many vertices, so one is eventually repeated. The part of the walk between the first repetition and the earlier visit is a simple cycle. Remove its edges from $Y$. Each vertex of the cycle loses two edges, so all the counts remain even, and the procedure can be repeated until $Y$ is empty. If the removed cycles have lengths $L_1,L_2,\dots$, then

$$L_1+L_2+\cdots=|Y|\equiv1 \pmod 2. \tag{6}$$

A sum of even numbers is even, so at least one $L_i$ is odd. An inconsistent system thus implies an odd cycle.

Conversely, add the equations round any odd cycle. Each unknown occurs twice and cancels, while the right side is $L\equiv1$. The sum is (4), and the system is inconsistent. For the trenches this sum runs over A–B, B–D, D–E, E–C and C–A, and gives $0\equiv5\equiv1$.

The count follows from linearity. If $m$ and $m'$ are two solutions, their sum $h=m+m'$ obeys $h_u+h_v\equiv1+1\equiv0$ on every edge, so $h_u=h_v$. Then $h$ is constant on each component, which allows $2^c$ possibilities. Adding each of them to one solution produces every solution once.

Enumeration supports both parts of the result. Of the 32,768 labelled graphs on six vertices, 5177 can be split. Trying all assignments selected the same graphs as a separate listing of odd cycles, and the number of assignments was $2^c$ in each of the 5177 cases. In 300 random layouts of rectangles, of which 244 could be split, distances computed point by point led to the same verdicts as the graph search.

## Repairing the odd cycle

**Moving the tips.** The edge D–E disappears when its gap reaches $s$, since a gap equal to $s$ is legal. The two retreats must add up to at least $48-32=16$ nm. Shared equally, this is 8 nm for each tip, if the circuit permits the shorter lines. The remaining six edges connect seven vertices without a cycle. There is one component, hence $2^1=2$ assignments. Rule (2) puts A, D, E and G on one mask and B, C and F on the other; the second assignment exchanges the masks. D and E now share a mask at a gap of 48 nm, with no margin.

**Stitching D.** If a feature may be cut, its vertex is replaced by one vertex for each piece. Touching pieces of the same feature are exempt from the spacing rule, and the theorem applies to the new graph. An original graph without odd cycles still suffices, because nothing has to be cut, but it is no longer necessary.

Cut D at $x=90$ nm with an overlap of 20 nm. The left piece D₁ extends from 0 to 100 nm and the right piece D₂ from 80 to 128 nm. D₁ conflicts with B, and D₂ with E. The closed chain has been opened into

$$\text{D}_1-\text{B}-\text{A}-\text{C}-\text{E}-\text{D}_2 .$$

It has five edges, so the mask changes five times and the two pieces lie on different masks. Again there are two legal assignments.

The overlap is printed on both masks, which limits its position. D₂ shares a mask with B, so it must keep 48 nm from B. The vertical gap is 32 nm, and the upper right corner of B is at $x=32$ nm, so D₂ may begin no further left than

$$32+\sqrt{48^2-32^2}=67.8\ \text{nm}.$$

D₁ shares a mask with E and must end by $160-48=112$ nm. The overlap must fit into this window of 44.2 nm, and the chosen range from 80 to 100 nm does. The window shrinks as $s$ grows. This cut fails once $s$ exceeds $\sqrt{48^2+32^2}=57.7$ nm, and at $s=64$ nm the window is under 9 nm long, too short for a 20 nm overlap.

**Stitching A.** Cutting A at $x=144$ nm gives no legal assignment. F runs beside the whole length of A at a gap of 32 nm and conflicts with both pieces. The path through A is replaced by A₁–F–A₂, which is two edges longer, so the odd cycle grows from 5 to 7 and keeps its parity. No cut across A helps, wherever along its length it is made: F forces both pieces onto the mask opposite its own, and the cut has no effect.

## Where the spacing rule comes from

Two image-forming beams can interfere only if both pass the pupil, which admits spatial frequencies up to $\mathrm{NA}/\lambda$ in magnitude. Neighbouring diffraction orders of a grating of pitch $p$ differ in frequency by $1/p$. Both can pass only if $1/p\le2\,\mathrm{NA}/\lambda$, or

$$p\ge\frac{\lambda}{2\,\mathrm{NA}}=\frac{193}{2\times1.35}=71.5\ \text{nm}. \tag{7}$$

With the usual definition $p=2k_1\lambda/\mathrm{NA}$, this is $k_1\ge1/4$. The same-mask pitch of 80 nm has $k_1=0.280$. The drawn pitch of A, F and G, 64 nm, has $k_1=0.224$ and lies beyond the limit.

A scalar, one-dimensional image model with a dipole source at 0.80 to 0.95 of the pupil radius shows the consequence for an endless grating. At 64 nm at most one order passes for each source direction, the intensity is uniform, and the contrast $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ is zero. At 80 nm the zeroth and one first order pass. For a trench of width $w$ their amplitudes are $a_0=w/p=0.400$ and $a_1=\sin(\pi w/p)/\pi=0.303$, and the contrast is

$$\frac{2a_0a_1}{a_0^2+a_1^2}=0.96 .$$

This scalar value describes light polarized along the trenches. In a resist of index near 1.7 the two beams cross at almost 90°, light polarized in their plane gives almost no contrast, and unpolarized light gives about half, roughly 0.48.

Two further limits apply to this picture. A pair or a short row of trenches, such as A, F and G, is not an endless grating, and its image at 64 nm pitch is not uniform. At the threshold used below, the model prints a pair as two separate trenches, each displaced outward by more than 10 nm, and in a row of three the middle trench fails to print. For such groups the spacing rule is a design convention guided by (7), not a consequence of it. The dipole also serves only one direction. For trenches turned by 90° the first orders are displaced at right angles to the source shift, by $1/80=0.0125$ nm⁻¹. This exceeds the pupil radius $\mathrm{NA}/\lambda=0.0070$ nm⁻¹, so only the zeroth order passes. The model therefore does not show that one exposure can print 80 nm pitch in both directions of the layout.

The image also shows how far a pairwise rule can be trusted. If $\psi_0$, $\psi_L$ and $\psi_R$ are the amplitudes from a trench and its two neighbours for one source direction, the intensity is

$$|\psi_0+\psi_L+\psi_R|^2 .$$

It contains an interference term between $\psi_L$ and $\psi_R$, which is missing when the trench is studied with one neighbour at a time. The printed edge is also a nonlinear function of the intensity. Hold the exposure threshold at the value that prints an isolated trench at 32 nm. At 80 nm pitch one neighbour then widens the trench by 9.6 nm, but two widen it by 6.2 nm, not by $2\times9.6=19.2$ nm. With the $\psi_L\psi_R$ term left out, two neighbours give 9.6 nm, so the nonlinear edge causes most of the shortfall and the interference term only about 3 nm of it. At 128 nm pitch the changes are 2.4 and 5.0 nm, close to additive for this source. These widths are illustrative only. The threshold lies at 85 % of the isolated peak, where the image slope is so low that a 5 % change of dose moves the isolated width by about 5 nm. The 128 nm values also depend strongly on the source: −0.1 and −1.9 nm for a dipole at 0.85 to 0.95, and 8.4 and 16.2 nm for one at 0.70 to 0.90. Over the same sources the 80 nm values range from 9.4 to 9.9 nm and from 5.5 to 8.6 nm, and remain far from additive. The spacing rule thus presupposes that the shapes on each mask are optically corrected after the split, with all neighbours present.

## The model beside a real process

The wavelength and aperture are those of water-immersion lithography. A same-mask pitch near 80 nm is a rough typical value for a single exposure of lines running in one direction; using it for both directions is a simplification. In addition, the 64 nm drawn pitch lies in the range where double patterning is used for metal layers. A rule may also demand different gaps for tips and for sides. The untrimmed graph is unchanged as long as each such limit lies above 32 nm and does not exceed 96 nm, but the 8 nm retreat changes if the limit for tips is not 48 nm. Equation (7) concerns gratings and gives no limit for the gap between facing tips; the value 48 nm is carried over to them by convention. Nor does a legal spacing ensure the right printed width: without correction, the model's width errors at 80 nm pitch are 19 to 30 % of the 32 nm trench, and the effects of two neighbours do not simply add. Resist, polarization, mask topography and two-dimensional line ends are left out, and their effects are not sized here.

The two masks are also misaligned. A rigid shift leaves gaps within a mask unchanged, but a rough overlay error of 4 nm across a gap can reduce 32 nm between masks to 28 nm, a loss of 12.5 %. Along D it can reduce the stitch overlap from 20 to 16 nm. A legal split therefore does not by itself guarantee a working pattern.

## What each derivation assumes

Both derivations need whole features, a pairwise rule and two masks. If a mask rule involves more than pairs, the theorem can fail: five well-separated features have no conflicts, yet they cannot be split if each mask may carry at most two.

The first derivation uses connectedness and shortest paths. Finiteness enters only in carrying out the search; the proof itself needs a root in each component and a parent for every other vertex. It constructs the masks directly and exhibits a particular odd cycle.

The second uses finiteness, so that elimination ends, and the linearity of (1). It does not need distances, and it extends at once to a layout in which some pairs must share a mask. Such a pair has right side 0 in place of 1. With at most one condition per pair, the same elimination shows that a split exists if and only if every cycle contains an even number of "different mask" conditions. The first derivation can be adapted by replacing $d(v)$ with the number of such conditions along the path of parents.

Neither argument carries over to three masks. "Different" then leaves two possibilities for a neighbour, so one choice no longer fixes the next, and the condition is not a single linear equation. A triangle of conflicts, impossible with two masks, is legal with three. The values used in the example are collected in the numerical output.

## Numbers as computed

```
six-vertex graphs tested: 32768; splittable: 5177
random layouts tested: 300; splittable: 244
wavelength: 193 nm; numerical aperture: 1.35
trench width: 32 nm; smallest drawn gap: 32 nm
same-mask pitch: 80 nm; spacing s: 48 nm
two-beam pitch limit: 71.48 nm
k1 at same-mask pitch: 0.280; at drawn pitch: 0.224
rectangles (x_low, x_high, y_low, y_high), nm:
  A: (0, 288, 0, 32)
  B: (0, 32, 64, 192)
  C: (256, 288, 64, 192)
  D: (0, 128, 224, 256)
  E: (160, 288, 224, 256)
  F: (0, 288, -64, -32)
  G: (0, 288, -128, -96)
conflicts and gaps in nm: A-B 32, A-C 32, A-F 32, B-D 32, C-E 32, D-E 32, F-G 32
odd cycle: D-B-A-C-E-D
assignments tried: 128; fewest violations: 1
largest conflicting gap: 32 nm; smallest non-conflicting gap: 96 nm
trim at each facing tip of D and E: 8 nm
legal labelled splits after trim: 2
  mask 1 after trim: A D E G
  mask 2 after trim: B C F
smallest same-mask gap after trim: 48 nm
stitch overlap: 20 nm; centre on D: x = 90 nm; on A: x = 144 nm
legal splits with D stitched: 2; with A stitched: 0
odd-cycle length with A stitched: 7
stitch window on D: 67.8 to 112.0 nm; length 44.2 nm
dipole source range: 0.80 to 0.95 of pupil radius
periodic image contrast at 64 nm pitch: 0.000
periodic image contrast at 80 nm pitch: 0.962
uncorrected width change at 80 nm pitch: one neighbour +9.6 nm, two +6.2 nm
uncorrected width change at 128 nm pitch: one neighbour +2.4 nm, two +5.0 nm
overlay error: 4 nm; smallest gap between masks: 28 nm (12.5 % loss)
stitch overlap left after overlay error: 16 nm
```
